# Thermal-mismatch strain in a germanium film cooled on silicon: a numerical check

```python
"""
Thermal-mismatch strain of a germanium (001) film on a thick silicon wafer.

Result under test: a film fully relaxed at T_grow and cooled to T_room while
bonded to the wafer acquires the in-plane strain
    strain = exp( integral of (alpha_Ge - alpha_Si) dT ) - 1,
about 0.2 percent, tensile, for cooling from 600 C to 25 C.

alpha : linear expansion coefficient (1/K); a : lattice parameter (nm)
a_par : in-plane lattice parameter of the bonded film (nm)
C11, C12, C44 : cubic elastic constants (Pa); M : biaxial modulus (Pa)
Material inputs are rough typical values.
"""
import numpy as np

T_room, T_grow = 25.0, 600.0              # Celsius
T_lock, T_use = 500.0, 100.0              # Celsius, illustrative cases
alpha_si_ends = (2.6e-6, 4.1e-6)          # at T_room and T_grow
alpha_ge_ends = (5.9e-6, 7.5e-6)
bulge_si = 0.3e-6                         # silicon curve above its chord
a_si_room, a_ge_room = 0.5431, 0.5658     # nm
C_si = (166e9, 64e9, 80e9)
C_ge = (129e9, 48e9, 67e9)
h_film, h_wafer, radius = 1e-6, 725e-6, 0.100   # m
relaxed_fraction = 0.99
span = T_grow - T_room


def alpha_linear(ends, T):
    return ends[0] + (ends[1] - ends[0]) * (T - T_room) / span


def difference(T):
    return alpha_linear(alpha_ge_ends, T) - alpha_linear(alpha_si_ends, T)


def strain_formula(T_high, T_low):
    mean = 0.5 * (difference(T_high) + difference(T_low))
    return np.expm1(mean * (T_high - T_low))


def cool(a_si, a_ge, a_par, T_end, lock=None, bulge=0.0):
    """Cool in small steps; above 'lock' glide keeps the film stress-free."""
    steps = int(round((T_grow - T_end) / 0.1))
    dT = (T_grow - T_end) / steps
    for k in range(steps):
        T = T_grow - (k + 0.5) * dT
        u = (T - T_room) / span
        alpha_si = alpha_linear(alpha_si_ends, T) + 4 * bulge * u * (1 - u)
        shrink_si = 1 - alpha_si * dT
        a_si *= shrink_si
        a_ge *= 1 - alpha_linear(alpha_ge_ends, T) * dT
        if lock is not None and T > lock:
            a_par = a_ge
        else:
            a_par *= shrink_si
    return a_si, a_ge, a_par


# Lattice parameters at growth, then simulated cooling back to room temperature
a_si_grow = a_si_room * np.exp(np.mean(alpha_si_ends) * span)
a_ge_grow = a_ge_room * np.exp(np.mean(alpha_ge_ends) * span)
strain = strain_formula(T_grow, T_room)
si_end, ge_end, par_end = cool(a_si_grow, a_ge_grow, a_ge_grow, T_room)
assert abs(si_end / a_si_room - 1) < 1e-8
assert abs(ge_end / a_ge_room - 1) < 1e-8
strain_simulated = par_end / ge_end - 1
assert abs(strain_simulated - strain) < 1e-8
assert strain_simulated > 0

# The lattice misfit is irrelevant after complete relaxation
s, g, p = cool(0.9 * a_si_grow, a_ge_grow, a_ge_grow, T_room)
assert abs(p / g - 1 - strain) < 1e-8

# Simple estimates and the effect of a curved silicon expansion coefficient
strain_simple = difference(T_room) * span
strain_mean = 0.5 * (difference(T_room) + difference(T_grow)) * span
assert abs(strain_mean - strain_simulated) < 3e-6
strain_bulge = np.expm1(strain_mean - 2 / 3 * bulge_si * span)
s, g, p = cool(a_si_grow, a_ge_grow, a_ge_grow, T_room, bulge=bulge_si)
assert abs(p / g - 1 - strain_bulge) < 1e-8
for value in (strain_simple, strain_simulated, strain_bulge):
    assert 0.0015 < value < 0.0025


# Biaxial stress: closed form against inversion of the full stiffness matrix
def biaxial(C):
    return C[0] + C[1] - 2 * C[1] ** 2 / C[0], -2 * C[1] / C[0]


def biaxial_from_matrix(C):
    stiffness = np.diag([C[0] - C[1]] * 3 + [C[2]] * 3)
    stiffness[:3, :3] += C[1]
    response = np.linalg.solve(stiffness, np.array([1., 1., 0., 0., 0., 0.]))
    return 1 / response[0], response[2] / response[0]


M_ge, ratio_ge = biaxial(C_ge)
M_si, ratio_si = biaxial(C_si)
assert np.allclose(biaxial(C_ge), biaxial_from_matrix(C_ge), rtol=1e-10)
assert np.allclose(biaxial(C_si), biaxial_from_matrix(C_si), rtol=1e-10)
stress = M_ge * strain
strain_normal = ratio_ge * strain

# Wafer compliance: thin-film formulas against two-layer energy minimization
loss = 4 * M_ge * h_film / (M_si * h_wafer)
curvature = 6 * M_ge * h_film * strain / (M_si * h_wafer ** 2)
nodes, weights = np.polynomial.legendre.leggauss(6)
z_si = 0.5 * nodes                                    # in wafer thicknesses
t = h_film / h_wafer
z_ge = 0.5 + 0.5 * t * (nodes + 1)
z = np.concatenate([z_si, z_ge])
energy_weight = np.concatenate([0.5 * weights * M_si, 0.5 * t * weights * M_ge])
natural = np.concatenate([np.zeros(6), -strain * np.ones(6)])
root = np.sqrt(energy_weight / M_si)
design = np.column_stack([np.ones(12), z]) * root[:, None]
stretch, slope = np.linalg.lstsq(design, natural * root, rcond=None)[0]
film_mean = stretch + slope * (0.5 + 0.5 * t) + strain
loss_plate = 1 - film_mean / strain
curvature_plate = -slope / h_wafer
# Neglected terms are of relative order film/wafer thickness, below one percent
assert abs(loss_plate / loss - 1) < 0.01
assert abs(curvature_plate / curvature - 1) < 0.01
bow = curvature * radius ** 2 / 2
R_curve = 1 / curvature_plate
bow_circle = R_curve - np.sqrt(R_curve ** 2 - radius ** 2)
assert abs(bow / bow_circle - 1) < 0.01

# Incomplete relaxation at growth
misfit_grow = a_si_grow / a_ge_grow - 1
residual = (1 - relaxed_fraction) * misfit_grow
strain_partial = (1 + residual) * (1 + strain) - 1
start = a_si_grow + relaxed_fraction * (a_ge_grow - a_si_grow)
s, g, p = cool(a_si_grow, a_ge_grow, start, T_room)
assert abs(p / g - 1 - strain_partial) < 1e-8
unrelaxed_cancel = -strain / ((1 + strain) * misfit_grow)
start = a_ge_grow - unrelaxed_cancel * (a_ge_grow - a_si_grow)
s, g, p = cool(a_si_grow, a_ge_grow, start, T_room)
assert abs(p / g - 1) < 1e-8

# Apparent degree of relaxation at room temperature
apparent = 1 + strain * a_ge_room / (a_ge_room - a_si_room)
apparent_simulated = (par_end - si_end) / (ge_end - si_end)
assert abs(apparent - apparent_simulated) < 1e-6
assert apparent_simulated > 1

# Glide during the first part of cooling, and a warm device
strain_lock = strain_formula(T_lock, T_room)
s, g, p = cool(a_si_grow, a_ge_grow, a_ge_grow, T_room, lock=T_lock)
assert abs(p / g - 1 - strain_lock) < 1e-8
strain_warm = strain_formula(T_grow, T_use)
s, g, p = cool(a_si_grow, a_ge_grow, a_ge_grow, T_use)
assert abs(p / g - 1 - strain_warm) < 1e-8
assert strain_lock < strain and strain_warm < strain

print("INPUTS (material values are rough)")
print(f"growth temperature: {T_grow:.0f} C")
print(f"room temperature: {T_room:.0f} C")
print(f"temperature drop: {span:.0f} K")
print(f"alpha Si at 25 C, 600 C: {alpha_si_ends[0]*1e6:.1f}, "
      f"{alpha_si_ends[1]*1e6:.1f} 1e-6/K")
print(f"alpha Ge at 25 C, 600 C: {alpha_ge_ends[0]*1e6:.1f}, "
      f"{alpha_ge_ends[1]*1e6:.1f} 1e-6/K")
print(f"a Si, a Ge at 25 C: {a_si_room:.4f}, {a_ge_room:.4f} nm")
print(f"C11, C12, C44 of Si: {C_si[0]/1e9:.0f}, {C_si[1]/1e9:.0f}, "
      f"{C_si[2]/1e9:.0f} GPa")
print(f"C11, C12, C44 of Ge: {C_ge[0]/1e9:.0f}, {C_ge[1]/1e9:.0f}, "
      f"{C_ge[2]/1e9:.0f} GPa")
print(f"film, wafer thickness: {h_film*1e6:.0f}, {h_wafer*1e6:.0f} um")
print(f"wafer radius: {radius*1e3:.0f} mm")
print("STRAIN")
print(f"alpha difference at 25 C: {difference(T_room)*1e6:.2f} 1e-6/K")
print(f"alpha difference at 600 C: {difference(T_grow)*1e6:.2f} 1e-6/K")
print(f"mean alpha difference: {strain_mean/span*1e6:.2f} 1e-6/K")
print(f"strain, room-temperature alphas: {100*strain_simple:.4f} %")
print(f"strain, mean difference times drop: {100*strain_mean:.4f} %")
print(f"strain, exponential formula: {100*strain:.4f} %")
print(f"strain, stepwise cooling: {100*strain_simulated:.4f} %")
print("ELASTIC CONSEQUENCES")
print(f"biaxial modulus Ge, Si: {M_ge/1e9:.1f}, {M_si/1e9:.1f} GPa")
print(f"film stress: {stress/1e9:.3f} GPa")
print(f"normal strain over in-plane strain: {ratio_ge:.3f}")
print(f"normal elastic strain: {100*strain_normal:.4f} %")
print(f"curvature, thin-film formula: {curvature:.5f} 1/m")
print(f"curvature, plate energy: {curvature_plate:.5f} 1/m")
print(f"wafer bow: {bow*1e6:.1f} um")
print(f"apparent relaxation at 25 C: {100*apparent:.1f} %")
print("NEGLECTED EFFECTS")
print(f"assumed bulge of Si alpha: {bulge_si*1e6:.1f} 1e-6/K")
print(f"strain with this bulge: {100*strain_bulge:.4f} %")
print(f"fraction of strain lost to wafer, formula: {100*loss:.3f} %")
print(f"fraction of strain lost to wafer, plate: {100*loss_plate:.3f} %")
print(f"misfit at 600 C, relative to Ge: {100*misfit_grow:.3f} %")
print(f"assumed relaxed fraction at 600 C: {100*relaxed_fraction:.0f} %")
print(f"residual strain at 600 C: {100*residual:.4f} %")
print(f"final strain with this residual: {100*strain_partial:.4f} %")
print(f"unrelaxed fraction cancelling tension: {100*unrelaxed_cancel:.2f} %")
print(f"assumed glide lock temperature: {T_lock:.0f} C")
print(f"strain if glide stops there: {100*strain_lock:.4f} %")
print(f"warm operating temperature: {T_use:.0f} C")
print(f"strain at this temperature: {100*strain_warm:.4f} %")
print("every check passed")
```

Output:

```
INPUTS (material values are rough)
growth temperature: 600 C
room temperature: 25 C
temperature drop: 575 K
alpha Si at 25 C, 600 C: 2.6, 4.1 1e-6/K
alpha Ge at 25 C, 600 C: 5.9, 7.5 1e-6/K
a Si, a Ge at 25 C: 0.5431, 0.5658 nm
C11, C12, C44 of Si: 166, 64, 80 GPa
C11, C12, C44 of Ge: 129, 48, 67 GPa
film, wafer thickness: 1, 725 um
wafer radius: 100 mm
STRAIN
alpha difference at 25 C: 3.30 1e-6/K
alpha difference at 600 C: 3.40 1e-6/K
mean alpha difference: 3.35 1e-6/K
strain, room-temperature alphas: 0.1898 %
strain, mean difference times drop: 0.1926 %
strain, exponential formula: 0.1928 %
strain, stepwise cooling: 0.1928 %
ELASTIC CONSEQUENCES
biaxial modulus Ge, Si: 141.3, 180.7 GPa
film stress: 0.272 GPa
normal strain over in-plane strain: -0.744
normal elastic strain: -0.1435 %
curvature, thin-film formula: 0.01721 1/m
curvature, plate energy: 0.01716 1/m
wafer bow: 86.1 um
apparent relaxation at 25 C: 104.8 %
NEGLECTED EFFECTS
assumed bulge of Si alpha: 0.3 1e-6/K
strain with this bulge: 0.1813 %
fraction of strain lost to wafer, formula: 0.431 %
fraction of strain lost to wafer, plate: 0.431 %
misfit at 600 C, relative to Ge: -4.197 %
assumed relaxed fraction at 600 C: 99 %
residual strain at 600 C: -0.0420 %
final strain with this residual: 0.1508 %
unrelaxed fraction cancelling tension: 4.59 %
assumed glide lock temperature: 500 C
strain if glide stops there: 0.1588 %
warm operating temperature: 100 C
strain at this temperature: 0.1680 %
every check passed
```
